# Logarithmic electron filling of a line defect with a charging barrier

A dislocation in an n-type semiconductor holds many electron traps along one line. In capacitance spectroscopy, a filling pulse brings free electrons to the line, and the capacitance measured after the pulse shows how many were captured. Identical, independent point traps would fill exponentially and then saturate. On a line, each captured electron repels the next. If the sites are so dense that the barrier of a full line would be many times $kT$, capture slows long before the sites are used up. The question is what filling law follows if the capture barrier grows in proportion to the accumulated charge, and over which range of pulse lengths it holds.

## Setting and assumptions

Let $\lambda(t)$ be the number of trapped electrons per unit length of defect, $q>0$ the elementary charge, and $N_s$ the number of sites per unit length. The line is neutral when empty. The assumptions are as follows.

1. **Linear barrier.** An electron coming from the neutral bulk must climb $\Phi=\gamma\lambda$, with constant $\gamma>0$. Tunnelling through the barrier is neglected. All sites see the same $\lambda$, which is a mean-field description.
2. **Quasi-equilibrium outside the traps.** During the pulse the temperature $T$ and the bulk electron density $n_b$ are constant. Transport to the line is fast compared with capture, so the density at the core is $n_be^{-\Phi/kT}$.
3. **Equivalent sites.** Each site takes one electron, with constant cross section $\sigma$ and thermal speed $v$. The degeneracy factor is one.
4. **Rigid shift.** The trap level stays at a depth $E_B$ below the conduction-band edge at the core, and both rise together as the line charges.

Under assumptions 2 and 3, an empty site captures at the rate $ce^{-\Phi/kT}$, where $c=\sigma vn_b$. Under assumption 4, emission to the local band edge has a rate $e_0$ independent of $\lambda$. Detailed balance fixes it. With $N_C$ the effective density of states, the occupied fraction $f$ in equilibrium obeys

$$\frac{f}{1-f}=\frac{n_be^{-\Phi/kT}}{N_Ce^{-E_B/kT}},$$

while equality of capture and emission gives $f/(1-f)=ce^{-\Phi/kT}/e_0$. Hence $e_0=\sigma vN_Ce^{-E_B/kT}$. With $\beta=\gamma/kT$, the rate equation is

$$\frac{d\lambda}{dt}=c(N_s-\lambda)e^{-\beta\lambda}-e_0\lambda,\qquad \lambda(0)=0. \tag{1}$$

## Theorem

Define

$$R_0=cN_s,\qquad \tau=\frac{1}{\beta R_0}=\frac{kT}{\gamma R_0},\qquad \lambda_{\rm up}(t)=\frac{kT}{\gamma}\ln\left(1+\frac t\tau\right),$$

$$\kappa(t)=1-\frac{\lambda_{\rm up}}{N_s}-\frac{e_0\lambda_{\rm up}}{R_0}\left(1+\frac t\tau\right).$$

(a) If site exhaustion and emission are dropped from (1), its solution is $\lambda=\lambda_{\rm up}$.

(b) The solution of the complete equation (1) satisfies $\lambda(t)<\lambda_{\rm up}(t)$ for $t>0$. Whenever $\kappa(t)>0$, it also satisfies

$$\lambda(t)\ge\frac{kT}{\gamma}\ln\left(1+\frac{\kappa t}{\tau}\right),\qquad \lambda_{\rm up}-\lambda\le\frac{kT}{\gamma}\ln\frac1\kappa. \tag{2}$$

**Proof of (a).** Without the two corrections, $d\lambda/dt=R_0e^{-\beta\lambda}$. Separating variables and integrating from the empty state gives

$$\int_0^\lambda e^{\beta\lambda'}d\lambda'=R_0t
\quad\Rightarrow\quad \frac{e^{\beta\lambda}-1}{\beta}=R_0t
\quad\Rightarrow\quad e^{\beta\lambda}=1+\frac t\tau .$$

The logarithm of the last equation is the stated law.

**Proof of (b).** Multiply (1) by $\beta e^{\beta\lambda}$ and use $\beta R_0=1/\tau$:

$$\frac{d}{dt}e^{\beta\lambda}=\frac{b(\lambda)}{\tau},\qquad b(\lambda)=1-\frac{\lambda}{N_s}-\frac{e_0\lambda}{R_0}e^{\beta\lambda}. \tag{3}$$

At $\lambda=0$ the filling rate is $R_0>0$, so $\lambda$ becomes positive and cannot return to zero. Therefore $b<1$ for $t>0$, and integration of (3) gives $e^{\beta\lambda}<1+t/\tau$. This is the upper bound.

For the lower bound, fix $t$. At every earlier time $s$, $\lambda(s)\le\lambda_{\rm up}(s)\le\lambda_{\rm up}(t)$. The function $b$ decreases with $\lambda$, so $b(\lambda(s))\ge b(\lambda_{\rm up}(t))$. Since $e^{\beta\lambda_{\rm up}(t)}=1+t/\tau$, the right side is $\kappa(t)$. Integrating (3) from $0$ to $t$ gives $e^{\beta\lambda(t)}\ge1+\kappa t/\tau$. Finally,

$$\lambda_{\rm up}-\lambda\le\frac1\beta\ln\frac{1+t/\tau}{1+\kappa t/\tau}\le\frac1\beta\ln\frac1\kappa,$$

where the last inequality is equivalent to $\kappa+\kappa t/\tau\le1+\kappa t/\tau$, true because $\kappa\le1$. $\square$

**Remark 1: the two time regimes.** For $t\ll\tau$, $\ln(1+t/\tau)\approx t/\tau$ and $\lambda\approx R_0t$: the barrier is still below $kT$. For $t\gg\tau$,

$$\lambda\approx\frac{kT}{\gamma}(\ln t-\ln\tau),\qquad \Delta\lambda_{\rm decade}=\frac{kT}{\gamma}\ln10. \tag{4}$$

Adding $kT/\gamma$ electrons per unit length raises the barrier by $kT$ and divides the capture rate by $e$. Equal additions of charge thus need times that grow geometrically.

**Remark 2: memory of the start.** If the line already carries $\lambda_0$, the integral in (a) gives $e^{\beta\lambda}=e^{\beta\lambda_0}+t/\tau$. The initial charge is forgotten once $t\gg\tau e^{\beta\lambda_0}$. The late logarithm is therefore insensitive to a small amount of charge left from an earlier pulse.

## How the logarithm ends

**Lemma 1 (exhaustion).** If $e_0=0$, the solution of (1) is, in implicit form,

$$ct=e^{\beta N_s}\left\{E_1[\beta(N_s-\lambda)]-E_1(\beta N_s)\right\},\qquad E_1(x)=\int_x^\infty\frac{e^{-u}}u\,du. \tag{5}$$

**Proof.** Separation gives $c\,dt=e^{\beta\lambda}d\lambda/(N_s-\lambda)$. Put $u=\beta(N_s-\lambda)$. Then $d\lambda=-du/\beta$, $N_s-\lambda=u/\beta$ and $e^{\beta\lambda}=e^{\beta N_s}e^{-u}$, so $c\,dt=-e^{\beta N_s}e^{-u}du/u$. Integration from $u=\beta N_s$ to $u=\beta(N_s-\lambda)$ gives (5). $\square$

For $\gamma\to0$ both arguments are small, and $E_1(x)=-\ln x+\text{constant}+O(x)$. The constants cancel, leaving $ct=\ln[N_s/(N_s-\lambda)]$, or $\lambda=N_s(1-e^{-ct})$. This is the filling of independent point traps.

In the logarithmic regime, with $e^{\beta\lambda}\gg1$ and $\beta(N_s-\lambda)\gg1$, the integral of $e^{\beta\lambda}/(N_s-\lambda)$ comes mostly from its upper end. To leading order,

$$t\approx\frac{e^{\beta\lambda}}{\beta c(N_s-\lambda)},\qquad
\frac{d\ln t}{d\lambda}\approx\beta+\frac1{N_s-\lambda}. \tag{6}$$

Exhaustion therefore lowers the logarithmic slope by a relative amount of about $1/[\beta(N_s-\lambda)]$.

**Lemma 2 (equilibrium).** Equation (1) with $e_0>0$ has one steady state $\lambda_{\rm eq}$, and it minimizes the mean-field free energy per unit length

$$F=(-E_B-\mu)\lambda+\frac{\gamma\lambda^2}{2}+kT\left[\lambda\ln\frac{\lambda}{N_s}+(N_s-\lambda)\ln\left(1-\frac{\lambda}{N_s}\right)\right].$$

Energies are measured from the bulk conduction-band edge, and $\mu=-kT\ln(N_C/n_b)$.

**Proof.** In (1) the capture term falls with $\lambda$, from $R_0$ to zero at $\lambda=N_s$, while the emission term rises from zero. They cross once. In the derivative of the bracket in $F$, the terms $+1$ and $-1$ cancel, so

$$F'=-E_B-\mu+\gamma\lambda+kT\ln\frac{\lambda}{N_s-\lambda}.$$

Setting $F'=0$ yields

$$\frac{\lambda}{N_s-\lambda}=\frac{n_b}{N_C}e^{E_B/kT}e^{-\beta\lambda}=\frac{c}{e_0}e^{-\beta\lambda},$$

which is the steady state of (1). It is a minimum because $F''=\gamma+kTN_s/[\lambda(N_s-\lambda)]>0$. $\square$

The logarithm grows without limit, whereas $\lambda$ approaches $\lambda_{\rm eq}$ from below. The law must fail by the time $\lambda_{\rm up}$ reaches $\lambda_{\rm eq}$, that is, by $t=\tau(e^{\beta\lambda_{\rm eq}}-1)$.

## Where a nearly linear barrier comes from

**Lemma 3 (depleted cylinder).** Let the line charge $-q\lambda$ be smooth and let ionized donors of density $N_D$ neutralize it within a radius $R$, so that $\lambda=\pi R^2N_D$. For core radius $a<R$ and permittivity $\varepsilon$, put $A=q^2/(2\pi\varepsilon)$. Then

$$\Phi=A\lambda\left[\ln\frac Ra-\frac12+\frac{a^2}{2R^2}\right],\qquad \frac{d\Phi}{d\lambda}=A\ln\frac Ra. \tag{7}$$

**Proof.** The charge per unit length inside radius $r$ is $-q(\lambda-\pi N_Dr^2)$. Gauss's law gives the radial field $-q(\lambda-\pi N_Dr^2)/(2\pi\varepsilon r)$. An electron, of charge $-q$, is pushed outward, and the work needed to bring it from $R$ to $a$ is

$$\Phi=A\int_a^R\frac{\lambda-\pi N_Dr^2}{r}\,dr
=A\left[\lambda\ln\frac Ra-\frac{\pi N_D}{2}(R^2-a^2)\right].$$

Replacing $\pi N_D$ by $\lambda/R^2$ gives the first result. For the second, differentiate the integral. The upper limit moves with $\lambda$, but the integrand vanishes there, so $d\Phi/d\lambda=A\int_a^Rdr/r$. $\square$

The field energy per unit length outside the core is

$$W=\frac A2\int_a^R\frac{(\lambda-\pi N_Dr^2)^2}{r}\,dr,\qquad \frac{dW}{d\lambda}=\Phi,$$

again because the integrand vanishes at $R$. The barrier is thus the electrostatic energy of adding one electron. For a linear barrier $W=\gamma\lambda^2/2$, the interaction term in Lemma 2.

The slope in (7) is not constant, but $R\propto\lambda^{1/2}$ makes it drift only as $\tfrac12\ln\lambda$. The abrupt edge at $R$ presumes $R\gg L_D$, where $L_D=\sqrt{\varepsilon kT/(q^2N_D)}$ is the Debye length; since $R^2/L_D^2=2A\lambda/kT$, this means $A\lambda\gg kT$. For weaker charge the free electrons screen the line over a distance of order $L_D$, and the drift is smaller than (7) gives. Electrostatics supports a linear barrier locally, not over an unlimited range. Moreover, the smooth line ignores the spacing $1/\lambda$ between electrons. When this spacing exceeds $a$, the inner cutoff is an effective quantity that can itself depend on $\lambda$. For an empty site midway between equally spaced electrons it is proportional to $1/\lambda$, and the slope then drifts as $\tfrac32\ln\lambda$, three times faster than for the smooth line. The range over which the barrier is nearly linear is correspondingly shorter, and $\gamma$ is better taken from the measured slope than from an assumed core radius.

**Lemma 4 (tangent law).** Let $d\lambda/dt=R_0e^{-\Phi(\lambda)/kT}$ with convex, increasing $\Phi$. Let $\lambda_r$ be the charge at time $t_r$, $\Phi_r=\Phi(\lambda_r)$ and $\gamma_r=\Phi'(\lambda_r)>0$. Then, for $t>t_r$,

$$\lambda(t)\le\lambda_r+\frac{kT}{\gamma_r}\ln\left(1+\frac{t-t_r}{\tau_r}\right),\qquad
\tau_r=\frac{kT}{\gamma_rR_0}e^{\Phi_r/kT}. \tag{8}$$

**Proof.** Convexity gives $\Phi\ge\Phi_r+\gamma_r(\lambda-\lambda_r)$. With $z=e^{\gamma_r(\lambda-\lambda_r)/kT}$,

$$\frac{dz}{dt}=\frac{\gamma_r}{kT}zR_0e^{-\Phi/kT}\le\frac{\gamma_rR_0}{kT}e^{-\Phi_r/kT}=\frac1{\tau_r}.$$

Integration from $z(t_r)=1$ and taking the logarithm give (8). Equality holds for a linear barrier. $\square$

The cylinder barrier is convex, since (7) gives $\Phi''=A/(2\lambda)>0$.

## What the capacitance shows

Let the areal density of parallel line defects be $N_{\rm dis}$, and let them be filled uniformly throughout the depletion layer. The trapped density is $n_T=N_{\rm dis}\lambda$ and the net positive charge density is $qN$, with $N=N_D-n_T$. For total band bending $V$ and layer width $W_d$, Poisson's equation gives $V=qNW_d^2/(2\varepsilon)$. The charge per area is $Q=qNW_d=\sqrt{2q\varepsilon NV}$, hence

$$C=\frac{dQ}{dV}=\sqrt{\frac{q\varepsilon N}{2V}}.$$

Relative to the capacitance with empty traps, at the same $V$,

$$\frac{\Delta C}{C}=\sqrt{1-\frac{n_T}{N_D}}-1\approx-\frac{N_{\rm dis}\lambda}{2N_D}\qquad(n_T\ll N_D). \tag{9}$$

By (4), the magnitude grows by $N_{\rm dis}kT\ln10/(2N_D\gamma)$ per decade of pulse length. The reading must be taken within a time short compared with $1/e_0$ after the pulse. Equation (9) is an idealization for a real diode. Traps near the outer edge of the layer, over a fraction of about $\sqrt{(E_B+\mu)/qV}$ of its width, keep part of their charge under reverse bias, and traps in any region left depleted during the pulse do not fill. Both effects reduce the signal, and the first also makes its increment per decade grow with pulse length. If the lines are evenly spread, the condition $n_T\ll N_D$ also keeps the cylinders apart, because they occupy the volume fraction $N_{\rm dis}\pi R^2=n_T/N_D$.

## Worked example

Take a model n-type semiconductor at $200$ K, $kT=0.01723$ eV, with relative permittivity 12 and $N_D=n_b=10^{15}$ cm$^{-3}$. The line has $N_s=10^7$ cm$^{-1}$, $\gamma=1.2\times10^{-7}$ eV cm and $E_B=0.40$ eV. With $\sigma=10^{-15}$ cm$^2$, $v=10^7$ cm/s and $N_C=10^{19}$ cm$^{-3}$, the rates are $c=10^7$ s$^{-1}$, $R_0=10^{14}$ cm$^{-1}$s$^{-1}$ and $e_0=8.33$ s$^{-1}$. Thus

$$\frac{kT}{\gamma}=\frac{0.01723}{1.2\times10^{-7}}=1.436\times10^5\ \text{cm}^{-1},\qquad
\tau=\frac{1.436\times10^5}{10^{14}}=1.436\times10^{-9}\ \text{s}.$$

For a pulse of $10^{-6}$ s, $\ln(1+t/\tau)=6.547$ and the law gives $9.40\times10^5$ cm$^{-1}$. Numerical integration of (1) gives $9.29\times10^5$ cm$^{-1}$, above the lower bound of $9.26\times10^5$ cm$^{-1}$. At $10^{-3}$ s the law gives $1.932\times10^6$ cm$^{-1}$ and the integration $1.897\times10^6$ cm$^{-1}$, so the law is 1.9% above the full solution. The barrier is then 0.228 eV, although only 19% of the sites are filled.

At $10^{-2}$ s, $\kappa$ is negative and the lower bound has lapsed. The law gives $2.26\times10^6$ cm$^{-1}$, already above the equilibrium value $2.19\times10^6$ cm$^{-1}$. The two meet at $\tau e^{15.27}\approx6\times10^{-3}$ s, which places the end of the logarithm in the millisecond range.

Now treat the solutions at $10^{-6}$ and $10^{-5}$ s as data. Their difference is $D=3.253\times10^5$ cm$^{-1}$ per decade, against the ideal $3.307\times10^5$ cm$^{-1}$. The deficit is 1.6%. Equation (6), with $\lambda\approx1.09\times10^6$ cm$^{-1}$ midway, predicts $1.436\times10^5/(8.91\times10^6)=1.6\%$, so exhaustion accounts for it. A straight-line fit then returns

$$\gamma_{\rm fit}=\frac{kT\ln10}{D}=1.220\times10^{-7}\ \text{eV cm},\qquad
\tau_{\rm fit}=10^{-6}\ \text{s}\times10^{-\lambda(10^{-6}\,{\rm s})/D}=1.40\times10^{-9}\ \text{s}.$$

These differ from the input values by $+1.7\%$ and $-2.6\%$.

For $N_{\rm dis}=10^7$ cm$^{-2}$ and $V=5$ V, the ideal signal increment is $10^7\times3.307\times10^5/(2\times10^{15})=1.65\times10^{-3}$ per decade. The capacitance computed from Poisson's equation changes by $-4.65\times10^{-3}$ after the $10^{-6}$ s pulse and by $-9.53\times10^{-3}$ after the $10^{-3}$ s pulse. These values assume traps that are empty everywhere before the pulse and uniformly filled after it. Here the edge region that does not empty is about $\sqrt{0.24/5}\approx0.22$ of the width, which lowers the signal at $10^{-6}$ s to roughly $(1-0.22)^2\approx0.6$ of the quoted value.

**The cylinder barrier.** Here $A=2.40\times10^{-8}$ eV cm. With $a=10^{-7}$ cm and $\lambda=10^6$ cm$^{-1}$, $R=1.78\times10^{-5}$ cm, and (7) gives $\Phi=0.112$ eV and a slope of $1.24\times10^{-7}$ eV cm, close to the chosen $\gamma$. The Debye length is $1.07\times10^{-5}$ cm, so $R/L_D$ is only 1.7 and (7) is a rough estimate here: self-consistent Poisson-Boltzmann screening of the same smooth line gives about 0.122 eV and $1.28\times10^{-7}$ eV cm. The electron spacing, $10^{-6}$ cm, is well below $R$ but above $a$, so the caution about the inner cutoff applies. The top of this barrier is also only a few nanometres wide. Electrons can tunnel through it, which lowers the effective barrier and its slope below these classical values, the more so the lighter the effective mass.

Replacing the linear barrier by (7), without exhaustion or emission, gives steps of $3.19$, $3.10$ and $3.04\times10^5$ cm$^{-1}$ in the three decades from $10^{-6}$ to $10^{-3}$ s. For this smooth line the step shrinks by 4.5% between the first and third decades (about 3.4% with Poisson-Boltzmann screening in place of the abrupt cylinder), which could pass for a straight line in noisy data. A cutoff that follows the electron spacing would bend the curve more. The tangent law started at $10^{-6}$ s overestimates $\lambda$ at $10^{-3}$ s by 1.3% of $\lambda$, in the direction Lemma 4 requires.

## What a straight line does not prove

Suppose instead that independent traps have fixed capture rates $k$ spread uniformly in $\ln k$ between $k_1$ and $k_2$. With $L=\ln(k_2/k_1)$, the filled fraction $f$ obeys

$$f=\frac1L\int_{k_1}^{k_2}(1-e^{-kt})\frac{dk}{k},\qquad
\frac{df}{d\ln t}=\frac1L\int_{k_1}^{k_2}te^{-kt}dk=\frac{e^{-k_1t}-e^{-k_2t}}{L}.$$

For $1/k_2\ll t\ll1/k_1$ the slope is the constant $1/L$. Logarithmic filling also occurs here, with no charging barrier. For rates from $10^2$ to $10^8$ s$^{-1}$, quadrature gives steps of 0.167 and 0.166 per decade, against $1/6$ from the formula.

Temperature separates some cases. At fixed $\gamma$, (4) makes the slope proportional to $T$. Integration of (1) at 160 K and 200 K gives a slope ratio of 0.803, near $160/200=0.8$. A temperature-independent distribution of rates gives a temperature-independent slope. But if the spread comes from fixed barriers distributed uniformly between $E_1$ and $E_2$, with $k\propto e^{-E/kT}$, then $L=(E_2-E_1)/kT$ and that slope is proportional to $T$ as well. A logarithm with the expected temperature dependence is consistent with a charging barrier, but does not establish it.

The numerical output below lists the computed values.

## Numbers as computed

```
temperature 200 K; kT 0.017235 eV; eps_r 12
donor density 1.0e+15, free density 1.0e+15 cm^-3
core radius 1.0e-07 cm; site density 1.0e+07 cm^-1
cross section 1.0e-15 cm^2; speed 1.0e+07 cm/s
barrier coefficient gamma 1.200e-07 eV cm
binding 0.40 eV; band density N_C 1.0e+19 cm^-3
capture rate per empty site c 1.000e+07 s^-1
initial line filling rate R0 1.000e+14 cm^-1 s^-1
emission rate e0 8.3261 s^-1
charge scale kT/gamma 1.43622e+05 cm^-1; tau 1.43622e-09 s
electrostatic coefficient A 2.39994e-08 eV cm
cylinder at lambda 1.0e+06 cm^-1: R 1.7841e-05 cm
  electron spacing 1.0e-06 cm
  barrier 0.11242 eV; tangent slope 1.24415e-07 eV cm
  addition energy from field 0.11242 eV
linear barrier: t(s), full lambda, log law, lower bound (cm^-1), kappa
  1e-07 6.04621e+05 6.11459e+05 6.02529e+05 0.9389
  1e-06 9.28539e+05 9.40320e+05 9.26150e+05 0.9059
  1e-05 1.25385e+06 1.27084e+06 1.25120e+06 0.8722
  1e-04 1.57860e+06 1.60152e+06 1.57486e+06 0.8306
  1e-03 1.89682e+06 1.93222e+06 1.87992e+06 0.6948
at 1e-02 s: full 2.15037e+06, log 2.26292e+06 cm^-1
  kappa -0.5382 (no lower bound)
equilibrium lambda 2.19290e+06 cm^-1
barrier at 1e-3 s 0.22762 eV
ideal increment per decade 3.30702e+05 cm^-1
full increment, 1e-6 to 1e-5 s 3.25309e+05 cm^-1
fitted gamma 1.21990e-07 eV cm; fitted tau 1.39852e-09 s
slope ratio 160 K / 200 K: 0.80289
cylinder barrier: t(s), lambda(cm^-1)
  1e-06 1.00614e+06
  1e-05 1.32472e+06
  1e-04 1.63510e+06
  1e-03 1.93945e+06
cylinder decade steps, local predictions (cm^-1)
  3.18585e+05 3.14325e+05
  3.10377e+05 3.07347e+05
  3.04351e+05 3.02049e+05
tangent prediction at 1e-3 s 1.96461e+06 cm^-1
  excess over cylinder result 1.297 percent
defect areal density 1.0e+07 cm^-2; bias 5.0 V
empty-trap capacitance 4.12591e-09 F/cm^2
capacitance: t(s), Delta C/C, small-signal formula (dimensionless)
  1e-06 -4.653523e-03 -4.642696e-03
  1e-05 -6.289016e-03 -6.269240e-03
  1e-04 -7.924381e-03 -7.892983e-03
  1e-03 -9.529482e-03 -9.484076e-03
ideal |Delta C/C| increment per decade 1.65351e-03
distributed rates 1e+02 to 1e+08 s^-1
  fraction steps 0.16660, 0.16602 per decade
  log-uniform prediction 0.16667 per decade
```
